**Phase-averaged probe curves and the false temperatures they produce**

The program tests how a sheath oscillation of amplitude $a$ changes the dc characteristic of a planar probe, where $U$ is the mean plasma potential minus the bias, $T$ the electron temperature and $g$ the energy distribution divided by the square root of energy. It computes currents from velocity-space fluxes, averages them over the rf phase and differentiates numerically. It asserts that the steepest point lies at $U=a$ within the grid tolerance for three distributions and two amplitudes, and that a Maxwellian keeps its slope when the whole swing is retarding. It also asserts the formulas for the apparent temperature, the floating shift and the distorted distribution. For $T=3$ eV and $a=6$ eV, a fit through the rounded region gives 8.23 eV, while a fit beyond it gives 3.00 eV. With a true effective temperature of 2.40 eV, a two-temperature mixture is inferred at 2.70 eV and a Druyvesteyn distribution at 2.14 eV. A separate integration of the capacitive circuit equation agrees with its closed solution at the tested currents, and that solution shows a 3 eV Maxwellian appearing as hot as 4.29 eV in the scan.

## Check in Python

```python
# RESULT UNDER TEST
# A planar probe whose sheath voltage oscillates with amplitude a records the
# phase average of its static characteristic. Consequences tested here:
#   the steepest point moves from retarding energy U = 0 to U = a;
#   a Maxwellian slope is unchanged for U >= a but looks hot for U < a;
#   the inferred distribution is g_inf(E) = <g(E + a + a cos(theta))>;
#   a hot tail is inferred too hot, a depleted tail too cold;
#   a current-dependent sheath amplitude heats even a Maxwellian.
# SYMBOLS: U = mean plasma potential minus probe bias, as an energy in eV;
# g = energy distribution / sqrt(energy); T = temperature in eV;
# electron mass and charge are 1, so speed = sqrt(2 * energy).
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import gamma, i0, i0e, iv

HARTREE = physical_constants["Hartree energy in eV"][0]
T = 3.0
a = 6.0
T_cold, T_hot, hot_fraction = 2.0, 6.0, 0.1


def maxwell(energy, temp=T):
    return 2 / np.sqrt(np.pi) * temp**-1.5 * np.exp(-energy / temp)


def two_group(energy):
    return ((1 - hot_fraction) * maxwell(energy, T_cold)
            + hot_fraction * maxwell(energy, T_hot))


T_mix = (1 - hot_fraction) * T_cold + hot_fraction * T_hot
width = 1.5 * T_mix * gamma(0.75) / gamma(1.25)


def druyvesteyn(energy):
    return 2 / (width**1.5 * gamma(0.75)) * np.exp(-(energy / width)**2)


# Electron flux from its velocity-space definition (speed and direction).
nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2
mu_nodes, mu_weights = np.polynomial.legendre.leggauss(3)
mu_nodes, mu_weights = (mu_nodes + 1) / 2, mu_weights / 2


def electron_flux(retard, g):
    v_min = np.sqrt(2 * np.maximum(np.atleast_1d(retard), 0.0))[:, None]
    span = np.sqrt(v_min**2 + 480.0) - v_min
    v = v_min + span * nodes
    mu_min = v_min / v
    direction = np.zeros_like(v)
    for y, w in zip(mu_nodes, mu_weights):
        direction += w * (1 - mu_min) * (mu_min + (1 - mu_min) * y)
    density_v = g(v**2 / 2) / (4 * np.pi * np.sqrt(2))
    return (2 * np.pi * v**3 * density_v * direction * span) @ weights


# Static Druyvesteyn relation: second derivative gives g.
step = 0.05
for g in (maxwell, two_group, druyvesteyn):
    for U in (1.0, 4.0, 8.0):
        c = electron_flux(np.array([U - step, U, U + step]), g)
        second = (c[0] - 2 * c[1] + c[2]) / step**2
        assert abs(second / (np.sqrt(2) / 4 * g(U)) - 1) < 2e-3


def static_curve(g):
    grid = np.linspace(0, 60, 2401)
    spline = CubicSpline(grid, electron_flux(grid, g))
    return lambda U: spline(np.maximum(U, 0.0))


def recorded(curve, U_values, amplitude, count=20000):
    swing = amplitude * np.cos((np.arange(count) + 0.5) * np.pi / count)
    return np.array([curve(U + swing).mean() for U in np.atleast_1d(U_values)])


curves = {g.__name__: static_curve(g) for g in (maxwell, two_group, druyvesteyn)}
I_curve = curves["maxwell"]
I_sat = float(I_curve(0.0))

# Unchanged slope and current factor when the whole swing is retarding.
for U in (6.0, 9.0, 15.0):
    exact = I_sat * i0(a / T) * np.exp(-U / T)
    assert abs(recorded(I_curve, U, a)[0] / exact - 1) < 1e-5

# Position of the steepest point, for three distributions and two amplitudes.
knees = {}
for name, curve in curves.items():
    for amp in (2.0, a):
        U_grid = np.arange(-amp - 1, amp + 3, 0.05)
        trace = recorded(curve, U_grid, amp, 8000)
        slope = (trace[:-2] - trace[2:]) / 0.1
        knees[name, amp] = U_grid[1:-1][np.argmax(slope)]
        assert abs(knees[name, amp] - amp) < 0.11


# Apparent temperature: saturated phases add current but no slope.
def current_shares(U):
    if U >= a:
        return 0.0, i0(a / T) * np.exp(-U / T)
    limit = np.arccos(-U / a)
    retarding = quad(lambda t: np.exp(-(U + a * np.cos(t)) / T), 0, limit)[0]
    return 1 - limit / np.pi, retarding / np.pi


T_apparent = {}
for U in (0.0, 3.0, 5.0, 9.0):
    sat_part, ret_part = current_shares(U)
    T_apparent[U] = T * (1 + sat_part / ret_part)
    c = recorded(I_curve, [U - 0.02, U, U + 0.02], a, 100000)
    assert abs(c[1] * 0.04 / (c[0] - c[2]) / T_apparent[U] - 1) < 3e-3


def semilog_temperature(low, high):
    U = np.linspace(low, high, 61)
    return -1 / np.polyfit(U, np.log(recorded(I_curve, U, a)), 1)[0]


T_fit_rounded = semilog_temperature(0, a)
T_fit_clean = semilog_temperature(a, 2 * a)
assert abs(T_fit_clean - T) < 1e-3 and T_fit_rounded > 1.2 * T

# Floating point for a constant ion current.
current_ratio = 100.0
U_float_static = brentq(lambda U: float(I_curve(U)) - I_sat / current_ratio, 1, 40)
U_float_rf = brentq(lambda U: recorded(I_curve, U, a, 500)[0]
                    - I_sat / current_ratio, a, 40)
float_shift = U_float_rf - U_float_static
assert abs(float_shift - T * np.log(i0(a / T))) < 1e-4

# Apparent distribution inside the rounded region, true potential as origin.
apparent_ratio = {}
for U in (1.0, 3.0, 5.0):
    limit = np.arccos(-U / a)
    positive = quad(lambda t: maxwell(U + a * np.cos(t)), 0, limit)[0] / np.pi
    area_g = quad(maxwell, 0, np.inf)[0]
    formula = positive - area_g / (np.pi * np.sqrt(a**2 - U**2))
    c = recorded(I_curve, [U - 0.1, U, U + 0.1], a, 200000)
    measured = (c[0] - 2 * c[1] + c[2]) / 0.01 / (np.sqrt(2) / 4)
    assert abs(measured - formula) < 0.01 * maxwell(U)
    apparent_ratio[U] = measured / maxwell(U)

# Inferred distribution with the steepest point as origin.
phases = (np.arange(128) + 0.5) * np.pi / 128


def inferred(g):
    def averaged(energy):
        e = np.asarray(energy, dtype=float)[..., None]
        return g(e + a + a * np.cos(phases)).mean(axis=-1)
    return averaged


for g in (maxwell, two_group, druyvesteyn):
    for E in (0.5, 2.0, 5.0):
        U = a + E + a * np.cos(phases)
        c = [electron_flux(U + s, g).mean() for s in (-step, 0, step)]
        measured = (c[0] - 2 * c[1] + c[2]) / step**2 / (np.sqrt(2) / 4)
        assert abs(measured / inferred(g)(E) - 1) < 2e-3


def density_and_temperature(g):
    s, w = np.polynomial.legendre.leggauss(400)
    s, w = 8 * (s + 1), 8 * w
    values = g(s**2)
    density = np.sum(w * 2 * s**2 * values)
    return density, 2 / 3 * np.sum(w * 2 * s**4 * values) / density


def local_temperature(g, E, h=1e-3):
    return float(2 * h / np.log(g(E - h) / g(E + h)))


n_max, T_max = density_and_temperature(inferred(maxwell))
n_two, T_two = density_and_temperature(inferred(two_group))
n_dru, T_dru = density_and_temperature(inferred(druyvesteyn))
for g, temp in ((maxwell, T), (two_group, T_mix), (druyvesteyn, T_mix)):
    n_true, T_true = density_and_temperature(g)
    assert abs(n_true - 1) < 1e-6 and abs(T_true - temp) < 1e-5
keep_cold, keep_hot = i0e(a / T_cold), i0e(a / T_hot)
n_c, n_h = (1 - hot_fraction) * keep_cold, hot_fraction * keep_hot
assert abs(n_max - i0e(a / T)) < 1e-6 and abs(T_max - T) < 1e-5
assert abs(n_two - n_c - n_h) < 1e-6
assert abs(T_two - (n_c * T_cold + n_h * T_hot) / (n_c + n_h)) < 1e-5
assert T_two > T_mix > T_dru
energies = np.linspace(0.1, 20, 100)
assert np.all(np.diff(inferred(two_group)(energies) / two_group(energies)) > 0)
assert np.all(np.diff(inferred(druyvesteyn)(energies) / druyvesteyn(energies)) < 0)

# Capacitive lead: sheath drop u (units of T) obeys
# du/dtheta = -x0 sin(theta) + kappa exp(-u) - J, with J the dc current.
kappa = 100.0
x0 = a / T
circle = np.arange(512) * 2 * np.pi / 512
orders = np.arange(-30, 31)


def sheath_drop(J, drive):
    terms = (-1.0)**np.abs(orders) * iv(np.abs(orders), drive) / (J + 1j * orders)
    series = (np.exp(1j * np.outer(circle, orders)) @ terms).real
    return np.log(kappa) + drive * np.cos(circle) + np.log(series)


def heating_exact(J, drive, h=1e-3):
    low, high = sheath_drop(J * np.exp(-h), drive), sheath_drop(J * np.exp(h), drive)
    return (low.mean() - high.mean()) / (2 * h)


def mean_drop_integrated(J, drive):
    times = 10 * np.pi + np.arange(400) * 2 * np.pi / 400
    run = solve_ivp(lambda t, u: -drive * np.sin(t) + kappa * np.exp(-u) - J,
                    (0, 12 * np.pi), [np.log(kappa / J)], method="DOP853",
                    t_eval=times, rtol=1e-10, atol=1e-11)
    return run.y[0].mean()


def heating_integrated(J, drive, h=0.02):
    return (mean_drop_integrated(J * np.exp(-h), drive)
            - mean_drop_integrated(J * np.exp(h), drive)) / (2 * h)


for J in (1.0, 2.0):
    assert abs(mean_drop_integrated(J, x0) - sheath_drop(J, x0).mean()) < 1e-6
    assert abs(heating_integrated(J, x0) - heating_exact(J, x0)) < 2e-3
    small = 0.3
    predicted = small**2 / 2 * J**2 / (1 + J**2)**2
    assert abs(heating_integrated(J, small) - 1 - predicted) < 0.05 * predicted
J_list = (0.01, 0.1, 0.3, 1.0, 3.0, 10.0)
circuit_T = {J: T * heating_exact(J, x0) for J in J_list}
assert all(sheath_drop(J, x0).min() > 0 for J in J_list)
J_scan = np.geomspace(0.01, 10, 121)
T_scan = np.array([T * heating_exact(J, x0) for J in J_scan])
assert np.all(T_scan > T)
stretch = T * (sheath_drop(1e-4, x0).mean() + np.log(1e-4)
               - sheath_drop(1e3, x0).mean() - np.log(1e3))
assert abs(stretch - T * np.log(i0(x0))) < 1e-3

print(f"Maxwellian temperature T: {T:.2f} eV")
print(f"sheath oscillation amplitude a: {a:.2f} eV")
print(f"ratio a/T: {a/T:.3f}")
print(f"current factor I0(a/T): {i0(a/T):.4f}")
for name in curves:
    print(f"steepest point U, {name}, a = 6 eV: {knees[name, a]:.1f} eV")
    print(f"steepest point U, {name}, a = 2 eV: {knees[name, 2.0]:.1f} eV")
sat_0, ret_0 = current_shares(0.0)
print(f"saturated share S/I_s at U = 0: {sat_0:.4f}")
print(f"retarding share R/I_s at U = 0: {ret_0:.4f}")
for U, value in T_apparent.items():
    print(f"apparent T at U = {U:.0f} eV: {value:.3f} eV")
print(f"semilog fit, U from 0 to 6 eV: {T_fit_rounded:.3f} eV")
print(f"the same fit in hartree: {T_fit_rounded/HARTREE:.4f}")
print(f"semilog fit, U from 6 to 12 eV: {T_fit_clean:.3f} eV")
print(f"electron saturation / ion current: {current_ratio:.0f}")
print(f"floating point U without rf: {U_float_static:.3f} eV")
print(f"floating point U with rf: {U_float_rf:.3f} eV")
print(f"floating shift: {float_shift:.3f} eV")
for U, value in apparent_ratio.items():
    print(f"apparent g / true g at U = {U:.0f} eV: {value:.3f}")
print(f"Maxwellian, inferred density / true: {n_max:.4f}")
print(f"Maxwellian, inferred T: {T_max:.3f} eV")
print(f"two groups: {T_cold:.1f} eV and {T_hot:.1f} eV")
print(f"true hot density fraction: {hot_fraction:.3f}")
print(f"cold density factor: {keep_cold:.4f}")
print(f"hot density factor: {keep_hot:.4f}")
print(f"inferred hot density fraction: {n_h/(n_c+n_h):.4f}")
print(f"true effective T, both shapes: {T_mix:.3f} eV")
print(f"two groups, inferred effective T: {T_two:.3f} eV")
print(f"the same in hartree: {T_two/HARTREE:.4f}")
print(f"two groups, inferred density / true: {n_two:.4f}")
print(f"Druyvesteyn energy width: {width:.3f} eV")
print(f"Druyvesteyn, inferred effective T: {T_dru:.3f} eV")
print(f"the same in hartree: {T_dru/HARTREE:.4f}")
print(f"Druyvesteyn, inferred density / true: {n_dru:.4f}")
for g in (two_group, druyvesteyn):
    print(f"{g.__name__}, local T at 2 eV, true: {local_temperature(g, 2.0):.3f} eV")
    print(f"{g.__name__}, local T at 2 eV, inferred: "
          f"{local_temperature(inferred(g), 2.0):.3f} eV")
print(f"circuit: kappa = {kappa:.0f}, x0 = {x0:.2f}")
for J, value in circuit_T.items():
    print(f"circuit, apparent T at J = {J:g}: {value:.3f} eV")
print(f"circuit, largest apparent T in scan: {T_scan.max():.3f} eV")
print(f"circuit, J at that maximum: {J_scan[np.argmax(T_scan)]:.2f}")
print(f"circuit, total voltage-axis stretch: {stretch:.3f} eV")
print("every check passed")
```

Printed output:

```
Maxwellian temperature T: 3.00 eV
sheath oscillation amplitude a: 6.00 eV
ratio a/T: 2.000
current factor I0(a/T): 2.2796
steepest point U, maxwell, a = 6 eV: 6.0 eV
steepest point U, maxwell, a = 2 eV: 2.0 eV
steepest point U, two_group, a = 6 eV: 6.0 eV
steepest point U, two_group, a = 2 eV: 2.0 eV
steepest point U, druyvesteyn, a = 6 eV: 6.0 eV
steepest point U, druyvesteyn, a = 2 eV: 2.0 eV
saturated share S/I_s at U = 0: 0.5000
retarding share R/I_s at U = 0: 0.1711
apparent T at U = 0 eV: 11.768 eV
apparent T at U = 3 eV: 8.898 eV
apparent T at U = 5 eV: 5.840 eV
apparent T at U = 9 eV: 3.000 eV
semilog fit, U from 0 to 6 eV: 8.230 eV
the same fit in hartree: 0.3025
semilog fit, U from 6 to 12 eV: 3.000 eV
electron saturation / ion current: 100
floating point U without rf: 13.816 eV
floating point U with rf: 16.287 eV
floating shift: 2.472 eV
apparent g / true g at U = 1 eV: 0.009
apparent g / true g at U = 3 eV: -0.039
apparent g / true g at U = 5 eV: -0.483
Maxwellian, inferred density / true: 0.3085
Maxwellian, inferred T: 3.000 eV
two groups: 2.0 eV and 6.0 eV
true hot density fraction: 0.100
cold density factor: 0.2430
hot density factor: 0.4658
inferred hot density fraction: 0.1756
true effective T, both shapes: 2.400 eV
two groups, inferred effective T: 2.702 eV
the same in hartree: 0.0993
two groups, inferred density / true: 0.2653
Druyvesteyn energy width: 4.867 eV
Druyvesteyn, inferred effective T: 2.136 eV
the same in hartree: 0.0785
Druyvesteyn, inferred density / true: 0.2746
two_group, local T at 2 eV, true: 2.055 eV
two_group, local T at 2 eV, inferred: 2.104 eV
druyvesteyn, local T at 2 eV, true: 5.922 eV
druyvesteyn, local T at 2 eV, inferred: 3.550 eV
circuit: kappa = 100, x0 = 2.00
circuit, apparent T at J = 0.01: 3.000 eV
circuit, apparent T at J = 0.1: 3.030 eV
circuit, apparent T at J = 0.3: 3.247 eV
circuit, apparent T at J = 1: 4.195 eV
circuit, apparent T at J = 3: 3.622 eV
circuit, apparent T at J = 10: 3.060 eV
circuit, largest apparent T in scan: 4.286 eV
circuit, J at that maximum: 1.33
circuit, total voltage-axis stretch: 2.472 eV
every check passed
```
